\section*{Variance of a random-phase stochastic trace estimate}

\section{From random phases to the variance}

The density of states of an electron in a disordered lattice can be written as the trace of a function of its Hamiltonian. For a lattice of a few hundred sites the Hamiltonian can be diagonalized and the trace summed over its eigenvalues. For a million sites the full set of eigenvectors has $10^{12}$ components, and finding them is far too costly, but the Hamiltonian is sparse, and applying it to one vector is cheap. One then picks a vector that spreads over the whole lattice with a random phase on each site, applies the function of the Hamiltonian to it, and takes the overlap of the result with the original vector. The overlap is an estimate of the trace. How far it is likely to be from the true value decides how many vectors must be used.

Let $A$ be an $N\times N$ Hermitian matrix, $A_{ji}=A_{ij}^*$, written in a fixed orthonormal basis $|i\rangle$. In the lattice problem $|i\rangle$ is the state on site $i$, and $A$ is the function of the Hamiltonian whose trace is wanted. The random vector is
\begin{equation}
|r\rangle=\sum_{i=1}^{N}\xi_i|i\rangle,\qquad \xi_i=e^{i\phi_i},
\end{equation}
where the phases $\phi_i$ are independent of one another and uniform on $[0,2\pi)$. In the exponent $i$ is the imaginary unit; as a subscript it labels a site. Every component has modulus one, so $\langle r|r\rangle=N$. If the vectors were normalized to one instead, each overlap would have to be multiplied by $N$. The matrix $A$ is held fixed throughout: the averages below, written $\mathrm{E}[\cdots]$, are over the phases alone, and disorder in the Hamiltonian is a separate matter.

One vector gives the number
\begin{equation}
q=\langle r|A|r\rangle=\sum_{i,j}\xi_i^*A_{ij}\xi_j .
\end{equation}
It is real, because $q^*=\langle r|A^\dagger|r\rangle=q$. Separate the terms with $i=j$ from the rest. In the former the phases cancel, $\xi_i^*\xi_i=1$, and therefore
\begin{equation}
q=\operatorname{Tr}A+X,\qquad X=\sum_{i\ne j}\xi_i^*A_{ij}\xi_j .
\label{split}
\end{equation}
The diagonal elements contribute their exact sum for every choice of phases. All the noise sits in $X$, which collects the interference between amplitudes on different sites. If $A$ is diagonal in the chosen basis, as a site potential is, a single vector gives the trace without error.

The mean of $X$ follows from the average of a single phase factor,
\begin{equation}
\mathrm{E}[\xi_i]=\frac{1}{2\pi}\int_0^{2\pi}e^{i\phi}\,d\phi=0 .
\end{equation}
For $i\ne j$ independence gives $\mathrm{E}[\xi_i^*\xi_j]=\mathrm{E}[\xi_i^*]\,\mathrm{E}[\xi_j]=0$. Hence $\mathrm{E}[X]=0$ and $\mathrm{E}[q]=\operatorname{Tr}A$: the estimate has no bias.

Since $X$ is real with zero mean, the variance of $q$ is the average of $X^2$,
\begin{equation}
\operatorname{Var}q=\sum_{i\ne j}\ \sum_{k\ne l}A_{ij}A_{kl}\,
\mathrm{E}[\xi_i^*\xi_j\xi_k^*\xi_l].
\label{four}
\end{equation}
The fourfold average depends on which indices coincide. Within each pair the indices differ, so a coincidence can occur only between the pair $(i,j)$ and the pair $(k,l)$.

Suppose first that the two pairs have no index in common. The average is then a product of four single averages, each zero. Suppose next that they share one index. There are four ways for this to happen, and in each the two remaining factors belong to sites that occur once:
\begin{align}
k=i:&\quad \mathrm{E}[(\xi_i^*)^2]\,\mathrm{E}[\xi_j]\,\mathrm{E}[\xi_l]=0,\\
l=j:&\quad \mathrm{E}[\xi_i^*]\,\mathrm{E}[\xi_j^2]\,\mathrm{E}[\xi_k^*]=0,\\
k=j:&\quad \mathrm{E}[\xi_i^*]\,\mathrm{E}[|\xi_j|^2]\,\mathrm{E}[\xi_l]=0,\\
l=i:&\quad \mathrm{E}[|\xi_i|^2]\,\mathrm{E}[\xi_j]\,\mathrm{E}[\xi_k^*]=0 .
\end{align}
What is left are the terms in which both indices are shared. This can happen in two ways. Either the second pair is the first one in the same order, or it is the first one reversed:
\begin{align}
k=i,\ l=j:&\quad \mathrm{E}[(\xi_i^*)^2]\,\mathrm{E}[\xi_j^2]=0,\label{same}\\
k=j,\ l=i:&\quad \mathrm{E}[|\xi_i|^2]\,\mathrm{E}[|\xi_j|^2]=1.\label{reverse}
\end{align}
The first line vanishes because $\xi^2=e^{2i\phi}$ also averages to zero over a full turn of the phase. In the second line each phase meets its own conjugate. Its matrix elements are $A_{ij}A_{ji}=A_{ij}A_{ij}^*=|A_{ij}|^2$, where Hermiticity has been used. Thus
\begin{equation}
\operatorname{Var}q=V,\qquad V\equiv\sum_{i\ne j}|A_{ij}|^2 .
\label{V}
\end{equation}
The sum runs over ordered pairs, so that the elements above and below the diagonal both count. It equals twice the sum over $i<j$.

Now take $R$ vectors whose phases are drawn independently, with results $q_1,\dots,q_R$, and form the mean
\begin{equation}
T_R=\frac1R\sum_{r=1}^{R}q_r .
\end{equation}
With $X_r=q_r-\operatorname{Tr}A$, the variance of the mean is
\begin{equation}
\operatorname{Var}T_R=\frac{1}{R^2}\sum_{r,s}\mathrm{E}[X_rX_s].
\end{equation}
For $r\ne s$ the average factorizes into $\mathrm{E}[X_r]\,\mathrm{E}[X_s]=0$. The $R$ terms with $r=s$ each give $V$, and so
\begin{equation}
\operatorname{Var}T_R=\frac{V}{R}=\frac1R\sum_{i\ne j}|A_{ij}|^2 .
\label{main}
\end{equation}
This is the main result. The standard error is $\sqrt{V/R}$: halving it takes four times as many vectors. The factor $1/R$ rests on the independence of the vectors. If one vector were used $R$ times, the mean would keep the variance $V$.

A matrix small enough to treat by hand shows the counting:
\begin{equation}
A=\begin{pmatrix}1&2&i\\2&0&1-i\\-i&1+i&3\end{pmatrix}.
\label{hand}
\end{equation}
Its trace is 4. The squared moduli above the diagonal are $4$, $1$ and $2$, with sum 7, and both triangles together give $V=14$. The average over phases can also be carried out directly, without the formula. In $q^2$ each phase appears with harmonics $e^{ip\phi}$, $|p|\le2$. The average of such a harmonic over $m$ equally spaced phases is zero unless $p$ is a multiple of $m$. For $m\ge3$ the sole surviving harmonic is thus $p=0$, as in the continuous average, and a finite sum over all combinations replaces the integral without error. This sum gives the mean 4.0000 and the variance 14.0000 for one vector. Enumerating all combinations for two and three independent vectors gives 7.0000 and 4.6667, which are $14/2$ and $14/3$.

The same argument shows what the derivation needed from the phases: $\mathrm{E}[\xi]=0$, $\mathrm{E}[\xi^2]=0$ and $|\xi|=1$. Three equally spaced phases, or the four values $\pm1,\pm i$, meet these conditions and have the same variance as continuous phases. Two values, $\pm1$, do not, because then $\xi^2=1$.

To see what changes, let the components be independent with a common distribution that satisfies $\mathrm{E}[\xi]=0$ and $\mathrm{E}[|\xi|^2]=1$, and write $s=\mathrm{E}[\xi^2]$. The modulus may now fluctuate, so the diagonal acquires noise:
\begin{equation}
q-\operatorname{Tr}A=D+X,\qquad D=\sum_iA_{ii}\left(|\xi_i|^2-1\right).
\end{equation}
Different sites contribute independently to $D$, and each bracket has zero mean and variance $\mathrm{E}[|\xi|^4]-1$. This gives
\begin{equation}
\mathrm{E}[D^2]=\left(\mathrm{E}[|\xi|^4]-1\right)\sum_iA_{ii}^2 .
\end{equation}
The cross term $\mathrm{E}[DX]$ contains averages of $(|\xi_k|^2-1)\,\xi_i^*\xi_j$ with $i\ne j$. At least one of the sites $i$ and $j$ differs from $k$. Its component stands alone and averages to zero, so the cross term vanishes. In $\mathrm{E}[X^2]$ the sole change is that line (\ref{same}) now gives $s^*s=|s|^2$, multiplied by $A_{ij}A_{ij}$. Over ordered pairs, $A_{ij}^2$ and $A_{ji}^2=(A_{ij}^2)^*$ combine to a real sum. The result is
\begin{equation}
\operatorname{Var}q=\left(\mathrm{E}[|\xi|^4]-1\right)\sum_iA_{ii}^2
+\sum_{i\ne j}\left[|A_{ij}|^2+|s|^2\operatorname{Re}(A_{ij}^2)\right].
\label{general}
\end{equation}

Random signs have $|\xi|=1$ and $s=1$. With $A_{ij}=a+ib$ the square bracket is $a^2+b^2+a^2-b^2=2a^2$, and
\begin{equation}
\operatorname{Var}q_{\pm}=2\sum_{i\ne j}(\operatorname{Re}A_{ij})^2 .
\label{signs}
\end{equation}
For complex Gaussian components $s=0$, while $u=|\xi|^2$ has the exponential distribution $e^{-u}$, whose second moment is $\int_0^\infty u^2e^{-u}du=2$. The first prefactor in (\ref{general}) is then 1, and the variance is $\sum_{i,j}|A_{ij}|^2=\operatorname{Tr}A^2$. For the matrix (\ref{hand}) the signs give $2\times2\,(4+0+1)=20$, and the Gaussians give $14+1+0+9=24$. Direct averaging yields the same two numbers.

For a real symmetric $A$, equation (\ref{general}) becomes
\begin{equation}
\operatorname{Var}q=\left(\mathrm{E}[|\xi|^4]-1\right)\sum_iA_{ii}^2+(1+|s|^2)\,V .
\end{equation}
Since $\mathrm{E}[|\xi|^4]\ge(\mathrm{E}[|\xi|^2])^2=1$, this is never below $V$. Random phases are therefore optimal within this class of distributions, and they halve the variance of random signs. When the Hamiltonian is real this is no gain at equal cost, because a complex vector then costs as much as two real ones. Two sign vectors have the variance $2V/2=V$, the same as one phase vector.

For complex $A$ the order can be reversed. A matrix with diagonal $1,2,3$ and the elements $i,2i,i$ above it has $V=2(1+4+1)=12$, whereas (\ref{signs}) gives zero. The enumeration confirms 12.0000 for phases and 0.0000 for signs. The phase result has another property that matters in a magnetic field. A gauge transformation multiplies $A_{ij}$ by $e^{i(\alpha_i-\alpha_j)}$. This leaves $|A_{ij}|$ and hence $V$ unchanged, but in general it mixes real and imaginary parts and so alters the noise of the signs.

\section{The size of the error in a lattice calculation}

The first half considered a Hermitian matrix $A$ and vectors $|r\rangle$ whose components are independent random phase factors of modulus one. A single vector gives $q=\langle r|A|r\rangle$, with mean $\operatorname{Tr}A$ and variance $V=\sum_{i\ne j}|A_{ij}|^2$. The mean $T_R$ over $R$ independent vectors has variance $V/R$. Random signs have the variance $2\sum_{i\ne j}(\operatorname{Re}A_{ij})^2$ per vector, which is $2V$ for a real matrix. The average over phases is written $\mathrm{E}[\cdots]$.

The variance depends on the basis in which the phases are random. To see how, write out the trace of the square,
\begin{equation}
\operatorname{Tr}A^2=\sum_{i,j}A_{ij}A_{ji}=\sum_{i,j}|A_{ij}|^2
=\sum_iA_{ii}^2+V .
\end{equation}
Therefore
\begin{equation}
V=\operatorname{Tr}A^2-\sum_iA_{ii}^2 .
\label{basis}
\end{equation}
The first term is the same in every orthonormal basis; the second is not. For one random $5\times5$ Hermitian matrix $V$ was 24.09, and after a random unitary rotation it was 21.41. In the eigenbasis of $A$ there are no off-diagonal elements and no noise, but finding that basis is the task the method is meant to avoid. In the site basis $V$ measures how strongly $A$ connects different sites.

Equation (\ref{basis}) also bounds the relative error. Suppose that $A$ has no negative eigenvalues, and call its eigenvalues $a_n$ and the largest of them $\|A\|$. Then $\operatorname{Tr}A^2=\sum_na_n^2\le\|A\|\sum_na_n$. Since $V\le\operatorname{Tr}A^2$,
\begin{equation}
\frac{\sqrt{\operatorname{Var}T_R}}{\operatorname{Tr}A}\le
\sqrt{\frac{\|A\|}{R\,\operatorname{Tr}A}} .
\label{bound}
\end{equation}
For a density of states at fixed energy and broadening, $\|A\|$ stays bounded while the trace grows in proportion to the number of sites $N$. The relative error then falls at least as fast as $(RN)^{-1/2}$. A large lattice does part of the averaging by itself. The condition on the sign of the eigenvalues matters: when positive and negative eigenvalues cancel, the trace can be close to zero while $V$ is large, and the relative error has no such bound.

Transport brings in products of operators. The conductivity at energy $\varepsilon$ contains the trace of $B=v\,\delta(\varepsilon-H)\,v\,\delta(\varepsilon-H)$, where $v$ is the velocity operator along the field. This product is in general not Hermitian, and $\langle r|B|r\rangle$ is complex. Its mean squared distance from the trace is
\begin{equation}
\mathrm{E}\left[|\langle r|B|r\rangle-\operatorname{Tr}B|^2\right]
=\sum_{i\ne j}\sum_{k\ne l}B_{ij}B_{kl}^*\,
\mathrm{E}[\xi_i^*\xi_j\xi_k\xi_l^*].
\end{equation}
The conjugation has exchanged the roles of the two pairings. Now $k=i$, $l=j$ gives 1, and $k=j$, $l=i$ gives $\mathrm{E}[(\xi_i^*)^2]\,\mathrm{E}[\xi_j^2]=0$. The result is $\sum_{i\ne j}|B_{ij}|^2$, of the same form as before.

The trace in question is real, so one may keep the real part of each overlap. That amounts to replacing $B$ by its Hermitian part,
\begin{equation}
\operatorname{Re}\langle r|B|r\rangle=\langle r|\tfrac12(B+B^\dagger)|r\rangle ,
\end{equation}
and the variance becomes $\sum_{i\ne j}|\tfrac12(B_{ij}+B_{ji}^*)|^2$. Because $|x+y|^2\le2|x|^2+2|y|^2$, each term is at most $\tfrac12(|B_{ij}|^2+|B_{ji}|^2)$, and the sum is at most $\sum_{i\ne j}|B_{ij}|^2$. Dropping the imaginary part does not increase the noise. Both variances were tested by enumeration on a random $5\times5$ matrix and agreed with these formulas. Moving the first factor of $B$ to the end gives $\delta(\varepsilon-H)\,v\,\delta(\varepsilon-H)\,v=B^\dagger$. This has the same trace and the same sum of squared off-diagonal moduli, so the reordering does not change the number of vectors required.

For a numerical case take one orbital per site on a periodic square lattice of $16\times17=272$ sites. The matrix element of $H$ between neighbours is $-t$, with $t>0$ the unit of energy, and the site energies are drawn uniformly from a window of width $W=2t$ centred on zero. These are round model parameters. The quantity wanted is the density of states at $\varepsilon=1t$, broadened by a Gaussian of width $\sigma=0.3t$:
\begin{equation}
A=g(\varepsilon-H),\qquad
g(x)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-x^2/2\sigma^2}.
\end{equation}
The trace of $A$ is the number of states per unit energy.

To apply $A$ to a vector without forming it, expand $g$ in Chebyshev polynomials, defined by $T_n(\cos\theta)=\cos n\theta$. They need an argument between $-1$ and $1$. Each row of $H$ has four hopping elements of modulus $t$ and a diagonal element of modulus at most $W/2$, so no eigenvalue exceeds $4t+W/2=5t$ in modulus. Division by $a=5.05t$ leaves a margin of one per cent. With $x=\cos\theta$,
\begin{equation}
g(\varepsilon-ax)=\sum_{n\ge0}c_nT_n(x),\qquad
c_n=\frac{2-\delta_{n0}}{\pi}\int_0^\pi g(\varepsilon-a\cos\theta)\cos n\theta\,d\theta ,
\end{equation}
which is an ordinary cosine series. The identity $\cos(n+1)\theta+\cos(n-1)\theta=2\cos\theta\cos n\theta$ becomes a recursion for the vectors $|r_n\rangle=T_n(H/a)|r\rangle$,
\begin{equation}
|r_{n+1}\rangle=\frac{2H}{a}|r_n\rangle-|r_{n-1}\rangle,\qquad
|r_0\rangle=|r\rangle,\quad |r_1\rangle=\frac Ha|r\rangle .
\end{equation}
Each step is one sparse multiplication, and a few vectors are all that must be stored. The sum was cut off at $n=120$. Over 4000 random vectors the largest resulting error in $q$ was $6\times10^{-11}/t$, negligible beside the noise.

This lattice is small enough to diagonalize, which gives the exact reference for the chosen disorder and broadening: $\operatorname{Tr}A=40.07/t$, or $0.147/t$ per site. From the full matrix, $\operatorname{Tr}A^2=37.196/t^2$ and $\sum_iA_{ii}^2=6.531/t^2$. By (\ref{basis}),
\begin{equation}
V=(37.196-6.531)/t^2=30.665/t^2,\qquad
\frac{\sqrt V}{\operatorname{Tr}A}=\frac{5.54}{40.07}=13.8\,\% .
\end{equation}
The bound (\ref{bound}) allows 18.2\,\% for one vector. The 4000 samples from the recursion have the variance $(30.3\pm0.7)/t^2$, in agreement with $V$. The same number of random-sign vectors gives $(61.4\pm1.5)/t^2$, against the predicted $2V=61.3/t^2$. For a standard error of 1\,\% one needs $R\ge(13.82/1)^2\approx191.0$; with unrounded numbers this is slightly above 191, hence 192 vectors.

In a large calculation $V$ is not known, but the scatter of the results supplies it. Write $\mu=\operatorname{Tr}A$ and expand the squares about $\mu$:
\begin{equation}
\sum_r(q_r-T_R)^2=\sum_r(q_r-\mu)^2-R\,(T_R-\mu)^2 .
\end{equation}
The average of the right-hand side is $RV-R(V/R)=(R-1)V$. Dividing the left-hand side by $R-1$ therefore gives an unbiased estimate of $V$, and dividing once more by $R$ gives the squared standard error of $T_R$.

A run with $R=20$ gave $T_R=41.66/t$, which is $1.59/t$ too high. The predicted standard error is $\sqrt{30.665/20}/t=1.24/t$, so the deviation is 1.3 standard errors. The error bar from the run's own data was $1.59/t$, larger than the prediction by a factor 1.28. In terms of the variance this is an excess of $(1.590/1.238)^2-1\approx0.65$. To judge it, note that to leading order in $1/R$ the estimated variance is a mean of $R$ squared deviations, so its relative uncertainty scales as $R^{-1/2}$. The 4000 samples gave $0.696/30.27=0.023$, which for 20 samples becomes $0.023\sqrt{4000/20}=0.33$. The excess is thus about two standard deviations. An error bar obtained from 20 vectors is itself rough.

More vectors reduce the phase noise but not the other uncertainties of the model. Over 20 realizations of the disorder the trace varied with a relative standard deviation $d=1.26\,\%$. A spread taken from so few realizations is rough: for nearly Gaussian scatter its own standard error is about $1/\sqrt{2\times19}\approx16\,\%$ of its value, and the error estimates below that depend on $d$ inherit part of this uncertainty. The one-vector noise, taken from the mean of $V$ over the same realizations, was $p=13.77\,\%$ of the mean trace. If the disorder average is wanted, use $S$ realizations with $R$ vectors each. The phase noise has zero mean for every realization, hence it is uncorrelated with the variation of the trace, and the two variances add:
\begin{equation}
(\text{relative error})^2=\frac1S\left(d^2+\frac{p^2}{R}\right)
=\frac{d^2}{S}+\frac{p^2}{SR} .
\end{equation}
At a fixed total number $SR$ of vectors the second term is fixed, and the first is smallest for $R=1$. With 200 vectors in all, one realization leaves an error of $\sqrt{1.26^2+13.77^2/200}\,\%=1.6\,\%$, while 200 realizations with one vector each leave $\sqrt{(1.26^2+13.77^2)/200}\,\%=0.98\,\%$. This assumes that setting up a new Hamiltonian costs little compared with the recursion.

The broadening causes a bias that averaging cannot remove, and on a small lattice the discrete levels add to it. Halving $\sigma$ at the same energy and for the same realizations lowered the mean trace by 6.4\,\%, a figure uncertain by about 0.6 percentage points because the shift scatters from one realization to the next. Most of this shift comes from the discrete levels of the small lattice: over four realizations with $32\times34$ sites, the same change of $\sigma$ lowered the mean trace by only about 1\,\%. On the small lattice the halving also raised the noise, from 13.8\,\% to 21.2\,\%. The reason can be seen by treating the density of states $\rho=\operatorname{Tr}A$ as constant over the width $\sigma$:
\begin{equation}
\operatorname{Tr}A^2\approx\rho\int_{-\infty}^{\infty}g(x)^2dx
=\frac{\rho}{2\pi\sigma^2}\,\sqrt\pi\,\sigma=\frac{\rho}{2\sqrt\pi\,\sigma}.
\label{smooth}
\end{equation}
For $\sigma=0.3t$ this is $40.07/(3.545\times0.3)=37.7$ in units of $1/t^2$, close to the computed 37.2. A narrower energy window selects fewer states, and there is less averaging within one vector. At constant $\rho$, halving $\sigma$ doubles $\operatorname{Tr}A^2$, and if $V$ doubled with it the noise would rise by $\sqrt2$, to about 19.5\,\%. The remainder comes from the diagonal part subtracted in (\ref{basis}), which does not grow as $\sigma$ shrinks, and from the fall of the trace itself.

The size law was examined at the same energy, broadening and disorder strength on a lattice twice as long in each direction. With four times as many sites the relative error of one vector was 6.94\,\%, averaged over two realizations, smaller than 13.77\,\% by a factor 1.98. The expected factor is $\sqrt4=2$. If the law is continued, one vector reaches 1\,\% at about $272\times191\approx5\times10^4$ sites.

To set these numbers beside a material, suppose that $t$ is 1\,eV, a round value of the order met in tight-binding models. The broadening is then 0.3\,eV, about twelve times the thermal energy of 0.026\,eV at room temperature, and too coarse for thermal detail. With $\sigma=0.026\,t$ and $\rho=40.07/t$, equation (\ref{smooth}) gives, if the diagonal part of $\operatorname{Tr}A^2$ is neglected, a relative noise of about $(3.545\times0.026\times40.07)^{-1/2}=52\,\%$ per vector. But the mean level spacing of the small lattice, $1/\rho=0.025t$, is as large as this width, so a smooth density is no longer a sound assumption there. A lattice with a hundred times as many sites removes that difficulty and lowers the estimate to about 5\,\%. A real material can also have several orbitals per site and correlated disorder. These change $A$ and therefore the value of $V$, by an amount not computed here. Interactions between electrons lie outside the one-electron Hamiltonian used in this example. The relation between $V$ and the error of the trace holds for any fixed Hermitian $A$. The main computed values are given in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
3x3 matrix: rows [np.complex128(1+0j), np.complex128(2+0j), np.complex128(1j)] [np.complex128(2+0j), np.complex128(0j), np.complex128(1-1j)] [np.complex128(-0-1j), np.complex128(1+1j), np.complex128(3+0j)]
3x3 trace (mean of estimate): 4.0000
3x3 variance, random phases, R=1: 14.0000
3x3 variance, random phases, R=2: 7.0000
3x3 variance, random phases, R=3: 4.6667
3x3 variance, random signs, R=1: 20.0000
3x3 variance, complex Gaussian, R=1: 24.0000
imaginary off-diagonal 3x3: variance signs 0.0000, phases 12.0000
5x5 variance in first basis: 24.0946
5x5 variance in rotated basis: 21.4098
lattice: 16 x 17 sites, N = 272
disorder width: 2.0 t; energy: 1.0 t; broadening: 0.3 t
Chebyshev order: 120; half-width of scaled band: 5.050 t
exact trace (density of states): 40.0656 1/t
density of states per site: 0.14730 1/t
Tr A^2: 37.1956 1/t^2
diagonal part of Tr A^2: 6.5308 1/t^2
off-diagonal sum = predicted variance, R=1: 30.6648 1/t^2
number of test samples: 4000
sampled variance, phases: 30.274 +- 0.696 1/t^2
sampled variance, signs: 61.416 +- 1.475 1/t^2
mean of all phase samples: 40.1844 1/t
predicted standard error of that mean: 0.0876 1/t
run with R = 20: estimate 41.655 1/t
run: actual error 1.589 1/t
run: standard error from its own data 1.590 1/t
run: predicted standard error 1.238 1/t
relative standard error, R=1: 13.82 %
upper bound on it from norm and trace: 18.21 %
vectors needed for 1 % standard error: 192
largest truncation error of one sample: 5.8e-11 1/t
spread of trace between 20 disorder samples: 1.26 %
halved broadening: mean trace shifts by -6.41 %
ensemble relative error, R=1: 13.77 %
same with halved broadening: 21.24 %
same with 4 N sites (2 samples): 6.94 %
ratio of relative errors, N to 4 N: 1.983
\end{verbatim}
